# Symmetry of Interlayer Shear Modes in N-Layer 2H-MoS2

## The exercise

A flat, free-standing stack of \(N\) layers of 2H-MoS2 has the same in-plane lattice in every layer. Write the in-plane sites as \(s(\mathbf a_1+2\mathbf a_2)/3\), with \(s=0,1,2\) counted modulo 3 and \(120^\circ\) between \(\mathbf a_1\) and \(\mathbf a_2\). Odd-numbered layers have Mo on site 1 and a vertical pair of S atoms on site 2. In even-numbered layers the two sites are exchanged, which turns the layer by \(180^\circ\).

A density functional perturbation calculation at \(\mathbf q=0\) gives a group of low-frequency in-plane modes in which the layers slide almost rigidly over each other. These are the interlayer shear modes. The uniform translation of the whole stack is not counted among them.

(a) Find the point group for even and for odd \(N\).

(b) Find how many shear doublets belong to each irreducible representation.

(c) With a nearest-layer model, find which mode carries which label, and evaluate the modes for \(N=4\) and \(N=5\).

## Hints

1. Separate the operations that keep every layer in place from those that reverse the layer order, \(n\to N+1-n\). Does layer \(N+1-n\) have the same site occupation as layer \(n\)?
2. A layer can contribute to a character only if the operation maps it onto itself.
3. Find the label of the uniform translation before subtracting it.
4. In (c), replace the free ends by fictitious layers that exert no force.

## Solution

### (a) The point group

The threefold rotation about site 0 carries each class of sites into itself, up to a lattice vector. So do three vertical mirrors; with \(\mathbf a_1\) along \(x\), one of them is \(x\to-x\), because sites 1 and 2 can be placed on the \(y\) axis. These operations, with the identity, keep every layer. The other six in-plane operations of the hexagonal lattice send \(s\to-s\). They reverse the step from Mo to S, which no translation can repair, so they cannot keep a layer in place.

Now reverse the layer order.

- For even \(N\), the numbers \(n\) and \(N+1-n\) have opposite parity, so sites 1 and 2 must be exchanged. The in-plane map \(\mathbf r\to-\mathbf r\) does this. Together with \(z\to-z\) it is inversion about site 0 in the middle of the central gap. The group is \(D_{3d}\).
- For odd \(N\), the two numbers have equal parity and no exchange is needed. The reflection \(z\to-z\) in the central Mo plane, \(\sigma_h\), is a symmetry. The group is \(D_{3h}\).

Each group has 12 operations: six that keep the layers and six that reverse their order.

### (b) Counting the doublets

Let \(\mathbf u_n\) be the in-plane displacement of rigid layer \(n\). The \(N\) vectors span \(2N\) dimensions. If \(g\) carries layer \(n\) to layer \(g(n)\) and acts in the plane through the matrix \(R_g\), then

\[
(g\mathbf u)_{g(n)}=R_g\mathbf u_n .
\]

There are no Bloch phases at \(\mathbf q=0\). Layers that change places contribute nothing to the diagonal, so

\[
\chi(g)=(\text{number of layers kept by }g)\;\mathrm{Tr}\,R_g .
\]

The in-plane trace is \(2\) for the identity, \(2\cos120^\circ=-1\) for \(C_3\), and \(1-1=0\) for a vertical mirror or a horizontal twofold axis. A reversal keeps no layer for even \(N\) and one layer for odd \(N\). For \(\sigma_h\) the trace is \(2\), and for \(S_3\) it is \(-1\). Hence:

- even \(N\): \(\chi(E)=2N\), \(\chi(C_3)=-N\), and zero for all other classes;
- odd \(N\): \(\chi(E)=2N\), \(\chi(C_3)=-N\), \(\chi(\sigma_h)=2\), \(\chi(S_3)=-1\), and zero for the rest.

The multiplicity of an irreducible representation \(\Gamma\) is \(m_\Gamma=\frac1{12}\sum_g\chi_\Gamma(g)\chi(g)\), since all characters here are real. Each of the classes \(C_3\) and \(S_3\) has two members.

For even \(N\), both \(E_g\) and \(E_u\) have character \(2\) for \(E\) and \(-1\) for \(C_3\). They differ under operations where \(\chi\) vanishes. Therefore

\[
m_{E_g}=m_{E_u}=\frac{2(2N)+2(-1)(-N)}{12}=\frac N2 .
\]

For odd \(N\), the characters of \(E'\) are \(2\) for \(\sigma_h\) and \(-1\) for \(S_3\); those of \(E''\) have the opposite signs. Thus

\[
m_{E'}=\frac{4N+2N+2\cdot2+2(-1)(-1)}{12}=\frac{N+1}2,
\]
\[
m_{E''}=\frac{4N+2N-2\cdot2-2(-1)(-1)}{12}=\frac{N-1}2 .
\]

In both cases the doublets number \(N\) and fill all \(2N\) dimensions, so no other representation occurs.

The uniform translation changes sign under inversion and is unchanged by \(\sigma_h\). It is \(E_u\) for even \(N\) and \(E'\) for odd \(N\). Its removal leaves

\[
\boxed{\begin{aligned}
N\text{ even:}&\quad \tfrac N2\,E_g+\left(\tfrac N2-1\right)E_u,\\
N\text{ odd:}&\quad \tfrac{N-1}2\,E'+\tfrac{N-1}2\,E''.
\end{aligned}}
\]

The equality for odd \(N\) refers to the shear modes; with the acoustic doublet included, \(E'\) has one more.

**Why flexible layers obey the same count.** Real layers deform a little as they slide. Let \(D_0\) be the dynamical matrix of the same atoms with the layers uncoupled, each layer free to translate, and let \(D_1\) be the full matrix. Follow \(D(\lambda)=(1-\lambda)D_0+\lambda D_1\) from \(\lambda=0\) to 1. Every \(D(\lambda)\) has the symmetry of the stack. At \(\lambda=0\) the low in-plane modes are the rigid translations counted above.

As long as a gap separates these \(2N\) modes from the in-plane modes inside the layers, the projector \(P(\lambda)\) onto them is continuous. So is the character \(\mathrm{Tr}[P(\lambda)g]\). Multiplicities are integers and cannot change continuously, so they stay fixed. If the gap closes, this argument no longer applies.

Out-of-plane modes do not interfere. At \(\mathbf q=0\), \(C_3\) returns every atom to itself or to a lattice copy. Vertical displacements are then unchanged, while in-plane ones rotate, so the two kinds belong to different representations.

### (c) Order and frequencies

Let \(K\) be the shear force constant per area between neighbouring layers and \(\mu\) the mass per area of one layer. The threefold axis and the mirrors make the coupling isotropic in the plane, so one component \(u_n\) suffices. Assume the same \(K\) in every gap, including those near the surfaces. Inside the stack,

\[
-\mu\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).
\]

The end layers have one neighbour each. The same equation covers them if fictitious layers satisfy \(u_0=u_1\) and \(u_{N+1}=u_N\), because the added springs are then unstretched.

The trial form \(u_n=\cos[\theta(n-\tfrac12)]\) satisfies the first condition, since the cosine is even. The second requires

\[
\cos[\theta(N+\tfrac12)]-\cos[\theta(N-\tfrac12)]
=-2\sin(N\theta)\sin(\theta/2)=0,
\]

so \(\theta=j\pi/N\), with \(j=0,\dots,N-1\) for the \(N\) distinct modes. Using \(u_{n+1}+u_{n-1}=2\cos\theta\,u_n\),

\[
\mu\omega_j^2=2K(1-\cos\theta)=4K\sin^2(\theta/2),
\qquad
\omega_j=2\sqrt{\frac K\mu}\,\sin\frac{j\pi}{2N}.
\]

The mode \(j=0\) is the translation. Reversing the layers gives

\[
u_{N+1-n}=\cos[j\pi-\theta(n-\tfrac12)]=(-1)^ju_n .
\]

Inversion also changes the sign of an in-plane vector, so its eigenvalue is \(-(-1)^j\). For \(\sigma_h\) it is \((-1)^j\). Therefore odd \(j\) is \(E_g\) and even \(j\) is \(E_u\) when \(N\) is even; odd \(j\) is \(E''\) and even \(j\) is \(E'\) when \(N\) is odd. Counting \(j=1,\dots,N-1\) reproduces the result of (b).

This also gives a way to read a computed eigenvector: layers \(n\) and \(N+1-n\) move oppositely in \(E_g\) and \(E''\), and together in \(E_u\) and \(E'\).

**Numbers.** Take the rough typical value \(K=2.7\times10^{19}\ \mathrm{N/m^3}\), rounded masses of 96 u for Mo and 32 u for S, and a cell area of \(0.0865\ \mathrm{nm^2}\). The 160 u in each cell give \(\mu=3.07\times10^{-6}\ \mathrm{kg/m^2}\), hence \(\sqrt{K/\mu}=2.96\times10^{12}\ \mathrm{s^{-1}}\). For \(N=4\), \(j=1\),

\[
\omega_1=2(2.96\times10^{12}\ \mathrm{s^{-1}})\sin(\pi/8)
=2.27\times10^{12}\ \mathrm{s^{-1}},
\]

and division by \(2\pi c\) gives \(12\ \mathrm{cm^{-1}}\).

| \(N,j\) | Label | \(\mathrm{cm^{-1}}\) | Displacements, bottom to top |
|---|---|---:|---|
| 4, 1 | \(E_g\) | 12 | 0.65, 0.27, −0.27, −0.65 |
| 4, 2 | \(E_u\) | 22 | 0.50, −0.50, −0.50, 0.50 |
| 4, 3 | \(E_g\) | 29 | 0.27, −0.65, 0.65, −0.27 |
| 5, 1 | \(E''\) | 10 | 0.60, 0.37, 0, −0.37, −0.60 |
| 5, 2 | \(E'\) | 19 | 0.51, −0.20, −0.63, −0.20, 0.51 |
| 5, 3 | \(E''\) | 25 | 0.37, −0.60, 0, 0.60, −0.37 |
| 5, 4 | \(E'\) | 30 | 0.20, −0.51, 0.63, −0.51, 0.20 |

For \(N=4\) the frequencies are 0.36, 0.67 and 0.87 THz. In this rigid-layer model the central layer of five is at rest in both \(E''\) modes, because \(\sigma_h\) maps it onto itself while the mode must change sign. In a flexible layer the Mo plane stays at rest, but the two S planes can move slightly in opposite directions.

**Flexing of the layers.** An atomistic spring model, with 190 N/m for Mo–S bonds and interlayer S–S springs of 5.85 N/m chosen to reproduce \(K\), lets the layers deform. Its doublets have the predicted labels for \(N=1\) to 9, also with the S–S springs made five times stiffer. At normal coupling and \(N=4\), the highest shear mode lies at \(29\ \mathrm{cm^{-1}}\) and the lowest in-plane mode inside the layers near \(300\ \mathrm{cm^{-1}}\), so the gap is wide. Flexing lowers the shear frequencies by at most 1.3 % of the chain values for \(N=4\) and 5. The sign follows from the min–max principle: forbidding deformation restricts the allowed displacements and cannot lower an ordered eigenvalue.

**The real material.** The bilayer formula gives \(\omega_1=\sqrt{2K/\mu}\), the same frequency as \(N=4\), \(j=2\), or \(22\ \mathrm{cm^{-1}}\). Measured bilayer shear modes lie roughly between 20 and 25 \(\mathrm{cm^{-1}}\). This shows that \(K\) is in a realistic range; it is not an independent prediction. Supported samples break the assumption of a free-standing stack; Variation 2 illustrates the effect for an assumed, weak substrate coupling.

**Temperature.** In-plane thermal and zero-point motion averages the sliding potential. For a potential made of the shortest reciprocal vectors, of length \(G\), and a Gaussian relative displacement with variance \(\sigma^2\) per component, each cosine is multiplied by \(e^{-G^2\sigma^2/2}\), and so is \(K\). In a bilayer, opposite displacements \(\pm\mathbf r/2\) give a reduced mass \(\mu/2\) and a stiffness \(K+Cq^2/2\) at wave number \(q\), where \(C\) is the in-plane stiffness of one layer. Hence

\[
\sigma^2=\int_{q<q_D}\!\frac{d^2q}{(2\pi)^2}\,
\frac{\hbar}{\mu\omega_q}\coth\frac{\hbar\omega_q}{2k_BT},
\qquad \frac\mu2\,\omega_q^2=K+\frac{Cq^2}2 ,
\]

with \(q_D^2=4\pi/A\) for cell area \(A\). Taking \(C=100\ \mathrm{N/m}\) for both polarizations and \(T=300\ \mathrm K\) gives \(\sigma=0.0062\ \mathrm{nm}\). With \(G=23.0\ \mathrm{nm^{-1}}\), \(G^2\sigma^2/2=0.010\): relative to layers at rest, this in-plane motion, in which each cell of a layer moves as a unit, lowers \(K\) by about 1 % and the frequency by about 0.5 %. The single value of \(C\) is a simplification: with 130 N/m for longitudinal and 50 N/m for transverse waves, \(\sigma\) becomes 0.0070 nm and the drop of \(K\) about 1.3 %. The form \(Cq^2\) also overestimates the frequencies near the zone edge; a nearest-neighbour lattice dispersion with \(C=100\ \mathrm{N/m}\) raises the drop of \(K\) from 1.0 % to 1.2 %. These figures include zero-point motion, which is present already at \(T=0\), so the part of this drop that arises on warming from 0 to 300 K is smaller. In-plane vibrations of the atoms inside each cell are left out; they smooth the sliding potential further, by a similar amount. Vertical motion is left out too, and it acts in both directions. When the two layers move against each other, the gap varies. The sliding potential falls steeply, roughly exponentially, as the gap widens, so averaging at a fixed mean gap raises \(K\). When the layers bend together, with height \(w\), the gap stays the same but the layers slide over each other by \(d\,\nabla w\), where \(d\) is the layer spacing, and this lowers \(K\). For a bending rigidity near 10 eV per layer, a continuum estimate at 300 K puts this extra drop near 2 %, more than the in-plane figure above, and the rise from the varying gap is of similar size. The net sign of the effect of vertical motion is therefore not fixed by such estimates. Thermal expansion and anharmonicity inside the layers are not included either, so this estimate gives neither the size nor the sign of the full temperature shift.

## Variation 1: 3R stacking

Let layer \(n\) have Mo on site \(n\) and S on site \(n+1\), modulo 3. What are the labels for \(N\ge2\)?

The step from Mo to S is \(+1\) in every layer. A reversal of the layer order may therefore be combined with a shift \(s\to s+t\), but not with \(s\to-s+t\). Matching the Mo sites requires \(n+t\equiv N+1-n\), or \(2n\equiv N+1-t\) modulo 3, for every \(n\). Two successive layers already contradict this. The group is \(C_{3v}\), with six operations, and

\[
m_E=\frac{2(2N)+2(-1)(-N)}6=N .
\]

Without the translation there are \(N-1\) doublets, all labelled \(E\). The division into two kinds in 2H stacks comes from the operations that reverse the layers.

## Variation 2: A substrate

A uniform substrate holds the bottom layer of the \(N=4\) stack with force constant \(K_s=K/10\) per area, an assumed value. What happens to the modes?

The substrate destroys inversion and leaves \(C_{3v}\), so \(E_g\) and \(E_u\) both become \(E\) and may mix. For a normalized pattern, first-order perturbation theory gives

\[
\delta(\omega_j^2)=\frac{K_s}{\mu}u_1^2 .
\]

For \(j=1\), dividing by \(\omega_1^2=4(K/\mu)\sin^2(\pi/8)\) gives \(0.1(0.653)^2/0.586=0.073\), a frequency rise of about 3.6 %. Diagonalization agrees: the mode moves from 12.05 to \(12.48\ \mathrm{cm^{-1}}\). The former acoustic doublet rises from zero to \(2.4\ \mathrm{cm^{-1}}\), while \(j=2\) and \(j=3\) rise by less than 1 %.

The share of squared amplitude with the wrong reversal parity is at most 0.34 %. At this coupling the labels of the free stack remain good approximate labels, although they are no longer strict ones. The numerical output below lists the values for each mode.

## Numbers as computed

```
lattice constant 0.316 nm, layer spacing 0.615 nm
S height above Mo plane 0.156 nm
masses Mo 96.0 u, S 32.0 u
cell area 0.08648 nm^2
K = 2.70e+19 N/m^3, mu = 3.0723e-06 kg/m^2
Mo-S spring 190 N/m, interlayer S-S 5.850 N/m
N=1: shear doublets 0 E', 0 E''; acoustic E'
N=2: shear doublets 1 Eg, 0 Eu; acoustic Eu
N=3: shear doublets 1 E', 1 E''; acoustic E'
N=4: shear doublets 2 Eg, 1 Eu; acoustic Eu
N=5: shear doublets 2 E', 2 E''; acoustic E'
N=6: shear doublets 3 Eg, 2 Eu; acoustic Eu
N=7: shear doublets 3 E', 3 E''; acoustic E'
N=8: shear doublets 4 Eg, 3 Eu; acoustic Eu
N=9: shear doublets 4 E', 4 E''; acoustic E'
3R stacking, N=2 to 5: 6 operations, none reverses layers
N=4 characters: E 8, C3 -4, sigma_d 0, i 0, S6 0, C2' 0
N=4 j=1 Eg: chain 12.05 cm^-1 = 0.361 THz, atomistic 11.89 cm^-1
   pattern 0.653 0.271 -0.271 -0.653
N=4 j=2 Eu: chain 22.26 cm^-1 = 0.667 THz, atomistic 22.04 cm^-1
   pattern 0.500 -0.500 -0.500 0.500
N=4 j=3 Eg: chain 29.08 cm^-1 = 0.872 THz, atomistic 28.89 cm^-1
   pattern 0.271 -0.653 0.653 -0.271
N=4 largest shift from layer flexing 1.26 %
N=4 lowest intralayer in-plane mode 295.5 cm^-1
N=5 characters: E 10, C3 -5, sigma_v 0, sigma_h 2, S3 -1, C2' 0
N=5 j=1 E'': chain 9.73 cm^-1 = 0.292 THz, atomistic 9.60 cm^-1
   pattern 0.602 0.372 0.000 -0.372 -0.602
N=5 j=2 E': chain 18.50 cm^-1 = 0.555 THz, atomistic 18.30 cm^-1
   pattern 0.512 -0.195 -0.632 -0.195 0.512
N=5 j=3 E'': chain 25.46 cm^-1 = 0.763 THz, atomistic 25.26 cm^-1
   pattern 0.372 -0.602 0.000 0.602 -0.372
N=5 j=4 E': chain 29.94 cm^-1 = 0.897 THz, atomistic 29.76 cm^-1
   pattern 0.195 -0.512 0.632 -0.512 0.195
N=5 largest shift from layer flexing 1.31 %
N=5 lowest intralayer in-plane mode 295.5 cm^-1
substrate coupling / K = 0.1
N=4 j=0 on substrate: 0.00 -> 2.38 cm^-1, wrong-parity weight 0.28 %
N=4 j=1 on substrate: 12.05 -> 12.48 cm^-1, wrong-parity weight 0.34 %
N=4 j=2 on substrate: 22.26 -> 22.40 cm^-1, wrong-parity weight 0.07 %
N=4 j=3 on substrate: 29.08 -> 29.11 cm^-1, wrong-parity weight 0.01 %
in-plane stiffness 100 N/m, temperature 300 K
rms relative displacement, one component 0.00621 nm
first-star wave number G = 22.959 nm^-1
thermal drop of K 1.01 %, of frequency 0.51 %
```
